# Counting Stereoisomers of Octahedral Dicarbonyl Bisphosphine Dihalides by Rotation Orbits

## Result and model

An octahedral complex M(CO)$_2$(PR$_3$)$_2$X$_2$ has six stereoisomers when mirror images are counted separately. Four are achiral. The other two are the enantiomers of the all-cis arrangement, in which no two like ligands are trans to each other. If mirror images are identified, five classes remain.

The count assumes two identical carbonyls, two identical phosphines and two identical halides, all monodentate. Each ligand is a structureless label on its site, which requires an achiral phosphine whose rotation about the M–P bond is averaged. Ligands do not exchange sites during the observation.

Number the sites in the order $+x,-x,+y,-y,+z,-z$. A placement is a six-letter word in C (carbonyl), P and X; thus CCPPXX has the carbonyls on the $x$ axis, the phosphines on $y$ and the halides on $z$. A rotation $g$ carries the letter at site $i$ to site $g(i)$. Two words describe the same stereoisomer if a proper rotation turns one into the other, so stereoisomers are the orbits of words under rotation.

There are

$$\frac{6!}{2!\,2!\,2!}=\frac{720}{8}=90$$

words. Dividing by 24 rotations gives 3.75, which cannot be a number of isomers. Division would be correct if every orbit had 24 members, but a symmetric placement has fewer distinct images.

## The group and its generators

A rotation that superimposes one placement on another carries the six bond directions onto themselves. Its matrix therefore has one entry $\pm1$ in each row and column. There are $3!\times2^3=48$ such matrices. Reversing the sign of the first row pairs those of determinant $+1$ with those of determinant $-1$, so 24 are proper rotations.

Two of them suffice to build the rest:

$$r:\;x\to y,\; y\to -x,\; z\to z,\qquad t:\;x\to y\to z\to x .$$

Here $r$ is a quarter turn about $z$ and $t$ a third turn about the direction (111). Since $t$ carries $z$ to $x$, the product $trt^{-1}$ is a quarter turn about $x$; likewise $t^2rt^{-2}$ is one about $y$. Quarter turns about all three axes can bring site $+z$ to any of the six sites. Before each such motion one may apply any of the four turns about $z$, which leave $+z$ in place. This gives $6\times4=24$ different rotations, the whole group.

## The orbit algorithm

1. Take any unvisited word and open an orbit containing it.
2. Apply $r$ and $t$ to each word in the orbit, adding every image not yet present.
3. When no new image appears, store the orbit and mark its words as visited.
4. Repeat until no unvisited word is left.

The search ends because there are finitely many words. It finds full orbits although inverse rotations are never applied: if $g^k$ is the identity, then $g^{-1}=g^{k-1}$, so an inverse is a repeated forward step. Each word is expanded once with two generators, which costs $2\times90=180$ moves.

For the start CCPPXX, $r$ exchanges the contents of the $x$ and $y$ axes and gives PPCCXX. The operation $t$ moves the contents of $x$ to $y$, of $y$ to $z$ and of $z$ to $x$, and gives XXCCPP. Applying $t$ to PPCCXX gives XXPPCC. From XXCCPP, $r$ gives CCXXPP and $t$ gives PPXXCC. These six words are all the ways of assigning three like pairs to three axes, so the orbit is closed.

The complete search gives the following orbits.

| No. | Word | Trans pairs | Orbit size |
|---|---|---|---|
| 1 | CCPPXX | CC, PP, XX | 6 |
| 2 | CCPXPX | CC, PX, PX | 12 |
| 3 | CPCPXX | CP, CP, XX | 12 |
| 4 | CXCXPP | CX, CX, PP | 12 |
| 5 | CPCXPX | CP, CX, PX | 24 |
| 6 | CPCXXP | CP, CX, PX | 24 |

## Why the list is complete

The stabilizer of a word is the set of rotations that leave it unchanged. Two rotations $g$ and $h$ give the same image of a word if and only if $g^{-1}h$ is in its stabilizer. Each image is therefore produced equally often, and

$$|\text{orbit}|\times|\text{stabilizer}|=24 .$$

A rotation moves axes but does not change which ligands are trans to each other, so each orbit lies within one trans-pair pattern. There are three kinds of pattern.

**Three like pairs.** The pairs can be assigned to the axes in $3!=6$ ways. A stabilizing rotation must keep each axis, so its matrix is diagonal. The diagonal matrices of determinant $+1$ are the identity and the half turns about $x$, $y$ and $z$, and all four preserve the word. The orbit has $24/4=6$ members and fills the pattern.

**One like pair.** Suppose the carbonyls are trans. If the phosphines are not, both remaining axes carry PX. There are three choices for the carbonyl axis and two directions for each mixed axis, hence $3\times2\times2=12$ words. A stabilizing rotation either fixes both phosphines, and is then the identity, or exchanges them. The exchange of two axes alone has determinant $-1$, so the carbonyl axis must also be reversed; this is one half turn. The orbit has $24/2=12$ members and again fills the pattern. The same argument holds with P or X as the trans pair.

**No like pair.** The two carbonyls lie on different axes, and the axis without a carbonyl must carry PX. The other two carry CP and CX. There are $3!\times2^3=48$ words. All axes are now different and each has different ends, so the stabilizer is the identity alone. Every orbit has 24 members, and the pattern splits into two orbits.

Two like pairs would force the third, so nothing has been omitted. The total is $6+3\times12+48=90$ words in $1+3+2=6$ orbits.

## Handedness

The two all-cis orbits are distinguished by

$$\chi=\tfrac18\det\left[\mathbf r_C-\mathbf r_P,\;\mathbf r_P-\mathbf r_X,\;\mathbf r_X-\mathbf r_C\right],$$

with sites at unit distance and each difference taken between the two ends of one axis. The two symbols $\mathbf r_C$ thus refer to different carbonyls, and similarly for P and X. Each difference has length 2 and the three are perpendicular, so $\chi=\pm1$. A rotation multiplies the determinant by $+1$; inversion reverses three vectors and multiplies it by $(-1)^3=-1$.

For CPCXPX the columns are $2\hat x$, $2\hat z$ and $-2\hat y$. Since $\hat z\times(-\hat y)=\hat x$, this word has $\chi=+1$. Reversing the contents of the $z$ axis gives CPCXXP with $\chi=-1$. Inversion pairs the words of opposite sign, so there are 24 of each, and the two orbits are enantiomers.

Inversion also preserves trans pairs. In the other four patterns, each filled by one orbit, it must return a word to its own orbit. Those isomers are achiral.

## Burnside counting

Let $F(g)$ be the number of words unchanged by $g$, and let $N$ be the number of orbits of a group $G$. Count the pairs $(g,w)$ with $gw=w$, first by operation and then by word:

$$\sum_{g}F(g)=\sum_w|\text{stabilizer of }w|=\sum_w\frac{|G|}{|\text{orbit of }w|}.$$

Within an orbit $O$ the last sum has $|O|$ terms, each equal to $|G|/|O|$. Each orbit therefore contributes $|G|$, and

$$N=\frac1{|G|}\sum_gF(g).$$

A word is unchanged if each cycle of sites carries one letter. For cycle lengths $l$, $F(g)$ is the coefficient of $a^2b^2c^2$ in $\prod_l(a^l+b^l+c^l)$. The rotations contribute as follows.

- The identity fixes 90 words.
- Six quarter turns have cycles $1+1+4$. Four equal letters are unavailable, so they fix none.
- Three half turns about bond axes have cycles $1+1+2+2$. The two 2-cycles take different letters in $3\times2=6$ ways, and the third letter fills the fixed sites.
- Six half turns between bond axes have cycles $2+2+2$ and fix $3!=6$ words each.
- Eight third turns have cycles $3+3$ and fix none.

Thus

$$N=\frac{90+3\times6+6\times6}{24}=\frac{144}{24}=6 .$$

The stabilizers found earlier give the same sum by words: $6\times4+36\times2+48\times1=144$.

For the improper operations, inversion fixes 6 words. Each of three mirror planes containing four sites exchanges one pair: that pair takes a letter in 3 ways and the other four sites are filled in $4!/(2!\,2!)=6$ ways, giving 18. Each of six diagonal mirrors has cycles $1+1+2+2$ and fixes 6. The fourfold and sixfold rotation-reflections have cycles of length 4 or 6 and fix none. Their sum is $6+3\times18+6\times6=96$, so the full group gives $(144+96)/48=5$ classes.

Write $S_+$ and $S_-$ for the proper and improper sums. An enantiomeric pair counts as two orbits under rotations and one under the full group, so

$$N_{\rm pairs}=\frac{S_+}{24}-\frac{S_++S_-}{48}=\frac{S_+-S_-}{48}=1 .$$

The number of achiral isomers is $S_+/24-2N_{\rm pairs}=S_-/24=4$.

## Error analysis

The orbit search uses integers and has no rounding error. Its main risk is a wrong group. With $r$ alone, the group has four elements and Burnside's formula gives $(90+0+6+0)/4=24$ orbits. With $t$ alone it gives $90/3=30$. The orbit sizes still sum to 90 in both cases, so that sum cannot reveal a missing generator. Nor can Burnside counting if it uses the same incomplete group.

A missing generator does show up if the generated group is compared with the 24 matrices of determinant $+1$ listed earlier. A further test needs no list of rotations at all and compares the structures directly. Let $\mathbf p_i$ and $\mathbf q_i$ be matched ligand positions measured from the metal. For each of the $2^3=8$ pairings of identical ligands, minimize

$$d^2=\frac16\sum_i|\mathbf p_i-R\mathbf q_i|^2
=\frac16\left[\sum_i(p_i^2+q_i^2)-2\,\mathrm{tr}(R^TH)\right],\qquad H=\sum_i\mathbf p_i\mathbf q_i^T,$$

over all continuous rotations $R$, then keep the smallest $d$. Put $H=U\,\mathrm{diag}(s_1,s_2,s_3)V^T$ with $s_1\ge s_2\ge s_3\ge0$, and $W=V^TR^TU$. The trace becomes $\sum_is_iW_{ii}$, where $W$ is orthogonal. If $\det H>0$, then $\det W=1$, and $W_{ii}\le1$ gives the maximum $s_1+s_2+s_3$ at $W=1$. If $\det H<0$, then $\det W=-1$; the eigenvalues of $W$ are $-1$ and $e^{\pm i\theta}$, so $\mathrm{tr}\,W\le1$ and

$$\sum_is_iW_{ii}=s_3\,\mathrm{tr}\,W+(s_1-s_3)W_{11}+(s_2-s_3)W_{22}\le s_1+s_2-s_3 ,$$

with equality at $W=\mathrm{diag}(1,1,-1)$. If $\det H=0$, then $s_3=0$ and the two results agree.

The example uses rough bond lengths for a ruthenium(II) carbonyl phosphine chloride: Ru–C 1.9 Å, Ru–P 2.4 Å and Ru–Cl 2.4 Å. In the test, each of the 90 structures matched one of the six representatives, that of its own orbit, with $d<10^{-5}$ Å. This threshold suits the arithmetic: $d^2$ is a difference of terms near 10 Å$^2$, so double-precision rounding of order $10^{-15}$ Å$^2$ can turn a zero $d$ into a few times $10^{-8}$ Å.

The smallest misfit between different isomers is 1.744 Å. Isomers 1 and 3 show how this value arises. Exchanging the letters at $+x$ and $+y$ in CCPPXX gives PCCPXX, a word of isomer 3. Let $\alpha=1.9^2=3.61$ and $\beta=2.4^2=5.76$, in Å$^2$. The $xy$ block of $H$ is

$$\begin{pmatrix}\alpha&\alpha\\ \beta&\beta\end{pmatrix}.$$

Its determinant is zero, so its single nonzero singular value is $\sqrt{2\alpha^2+2\beta^2}=9.61$ Å$^2$. The $z$ axis adds $2\beta=11.52$ Å$^2$. Each structure has $\sum_ip_i^2=2\alpha+4\beta=30.26$ Å$^2$, and

$$d^2=\frac{2(30.26)-2(11.52+9.61)}6=3.04\ \text{Å}^2,$$

or $d=1.74$ Å. The enantiomers differ by 1.748 Å under rotations and by 0.000 Å when reflection is allowed. The rough bond lengths support at most two figures: shifting each of the three lengths by $0$ or $\pm0.1$ Å moves the smallest misfit between 1.66 and 1.83 Å, and the bend limit derived below between about $19^\circ$ and $22^\circ$. Further digits here and below serve for comparison with the numerical output.

This separation bounds the effect of bent bonds. At fixed length $L$, a bend $\theta$ moves a ligand by $\delta=2L\sin(\theta/2)$. For a given bend the longest bonds move their ligands farthest, so $L=2.4$ Å gives a $\delta$ that bounds the shift of every ligand. If one distorted structure lay within $\delta$ per ligand of two ideal isomers, the triangle inequality would put those isomers within $2\delta$ of each other. The assignment is therefore unambiguous when $2\delta<d_{\min}$, or

$$\theta<2\arcsin\frac{d_{\min}}{4L}=2\arcsin\frac{1.744}{9.6}=20.9^\circ .$$

This condition is sufficient, not necessary. For a rough bend of $10^\circ$, $\delta=0.418$ Å and $2\delta=0.84$ Å, well below the limit. If each bond length also changed by 0.1 Å, $2\delta$ would become at most $2(0.418+0.1)=1.04$ Å, still below it.

## When ligand structure changes the count

Suppose each phosphine can be right- or left-handed, through a stereogenic phosphorus or a frozen propeller of substituents. Rotation about the M–P bond is still taken as averaged, so a phosphine carries its hand and nothing else; a locked torsion would give more isomers than are counted here. There are now $90\times4=360$ words.

A half turn about a bond axis fixes 2 of the old words with P on the fixed sites, where the hands are free (4 choices), and 4 with P on an exchanged pair, where the hands must agree (2 choices). It fixes $2\times4+4\times2=16$ words. A half turn between axes fixes $6\times2=12$. Hence

$$\frac{360+3\times16+6\times12}{24}=\frac{480}{24}=20$$

stereoisomers. An improper operation also reverses each hand, so a phosphine cannot stay on its site, and an exchanged pair must have opposite hands. Inversion fixes $6\times2=12$ words, each four-site mirror $6\times2=12$, and each diagonal mirror $4\times2=8$. The improper sum is $12+36+48=96$. There are $96/24=4$ achiral isomers and $(480-96)/48=8$ enantiomeric pairs.

If both phosphines are right-handed, the count remains six but its meaning changes. Inversion makes both phosphines left-handed, so all six isomers are chiral and none is the mirror image of another. The former all-cis enantiomers are now diastereomers.

In real ruthenium(II) complexes of this type, six is the number of possible octahedral configurations when phosphine conformers are not distinguished, not the number of products in a flask. Bulky phosphines often prefer to be trans; if they are confined to that arrangement, isomers 1 and 4 remain. A symmetric chelating diphosphine that can span only cis sites leaves isomers 2, 3, 5 and 6, provided its backbone is achiral on average. Rapid site exchange can merge isomers that the count separates. Orbit sizes do not predict yields either: random placement would give the two all-cis enantiomers together a weight of $48/90=53\%$, whereas actual populations depend on energies and reaction rates.

## Calculated quantities

```
Site order: +x -x +y -y +z -z
Proper rotations (count): 24
Placements (count): 90
Placements / rotations (ratio): 3.75
Isomers; stab = stabilizer order, rotations / all operations
1 CCPPXX trans CC,PP,XX orbit 6 stab 4/8 hand +0 mirror 1
2 CCPXPX trans CC,PX,PX orbit 12 stab 2/4 hand +0 mirror 2
3 CPCPXX trans CP,CP,XX orbit 12 stab 2/4 hand +0 mirror 3
4 CXCXPP trans CX,CX,PP orbit 12 stab 2/4 hand +0 mirror 4
5 CPCXPX trans CP,CX,PX orbit 24 stab 1/1 hand +1 mirror 6
6 CPCXXP trans CP,CX,PX orbit 24 stab 1/1 hand -1 mirror 5
All-trans orbit: CCPPXX CCXXPP PPCCXX PPXXCC XXCCPP XXPPCC
Operation class: elements, site cycles, fixed words each
E: 1, 1+1+1+1+1+1, 90
C4: 6, 1+1+4, 0
C2 axis: 3, 1+1+2+2, 6
C2': 6, 2+2+2, 6
C3: 8, 3+3, 0
i: 1, 2+2+2, 6
S4: 6, 2+4, 0
sigma_h: 3, 1+1+1+1+2, 18
sigma_d: 6, 1+1+2+2, 6
S6: 8, 6, 0
Fixed-word sum, 24 rotations (count): 144
Stereoisomers by Burnside (count): 6
Fixed-word sum, 24 improper (count): 96
Fixed-word sum, all 48 (count): 240
Classes up to reflection (count): 5
Enantiomeric pairs (count): 1
Rough bond lengths Ru-C, Ru-P, Ru-Cl (angstrom): 1.9 2.4 2.4
Smallest misfit of two isomers (angstrom): 1.744
Misfit of the enantiomers (angstrom): 1.748
Same, reflection allowed (angstrom): 0.000
Rough angular bend (degree): 10
Ligand shift from that bend (angstrom): 0.418
Sufficient safe bend per ligand (degree): 20.9
Handed phosphines, placements (count): 360
Handed, fixed-word sum, rotations (count): 480
Handed, stereoisomers (count): 20
Handed, fixed-word sum, all 48 (count): 576
Handed, classes up to reflection (count): 12
Handed, enantiomeric pairs (count): 8
Handed, achiral isomers (count): 4
Both phosphines right-handed, isomers (count): 6
```
